# Resistivity estimates for polycrystals of zinc, tin and a layered metal

## Problem

A metal consists of many grains of one uniaxial crystal. Within a grain the resistivity is $\rho_c$ along the crystal axis and $\rho_a$ in the two directions across it, with $\rho_c\ge\rho_a$. The axes point in all directions with equal weight, and the sample as a whole is isotropic. Grains are much larger than the electron mean free path, so that Ohm's law holds locally, and grain boundaries add no resistance.

Find the series, parallel, Hashin-Shtrikman and Bruggeman estimates of the sample's resistivity $\rho^*$. State which of them are bounds, and under what conditions. Compare their spread for these inputs, in $\mu\Omega\,$cm:

- zinc: $\rho_a=5.9$, $\rho_c=6.1$;
- tin: $\rho_a=9.9$, $\rho_c=14$;
- a strongly layered model metal: $\rho_a=10$, $\rho_c=1000$.

The zinc and tin inputs are rough room-temperature values; the layered metal is a model with round parameters.

Write $x=\rho_c/\rho_a$, $\sigma_a=1/\rho_a$ and $\sigma_c=1/\rho_c$. The relation $\mathbf J=\sigma\mathbf E$ has the same form in Gaussian and SI units.

## First estimate by scaling

The series estimate averages resistivities and the parallel estimate averages conductivities. Let $x=1+\delta$ with small $\delta$. One principal direction in three carries the deviation, so the mean resistivity is $\rho_a(1+\delta/3)$. The mean conductivity is $\sigma_a(1-\delta/3)$ to first order, whose inverse is again $\rho_a(1+\delta/3)$. The two estimates can therefore differ only from second order on, and their relative spread should scale as $\delta^2$.

For $x\gg1$ the series average is dominated by $\rho_c$ and the parallel average by $\sigma_a$. Their ratio should scale as $x$.

With unknown prefactors set to one, the spread is about $0.034^2\approx0.1\%$ for zinc and $0.41^2\approx17\%$ for tin. For the layered metal the estimates should differ by a factor of about 100.

## Solution

### Series and parallel bounds

Take a large sample, repeated periodically, with mean field $\mathbf E$. The true field is $\mathbf e_0=\mathbf E+\nabla\phi_0$ with $\phi_0$ periodic, and its current $\mathbf j_0=\sigma\mathbf e_0$ has no divergence. The effective conductivity is defined by $\langle\mathbf j_0\rangle=\sigma^*\mathbf E$, where $\langle\cdot\rangle$ is the volume average. Integration by parts gives $\langle\nabla\chi\cdot\mathbf j_0\rangle=0$ for any periodic $\chi$, hence $\langle\mathbf e_0\cdot\sigma\mathbf e_0\rangle=\sigma^*E^2$. For a trial field $\mathbf e=\mathbf e_0+\nabla\chi$,
$$\langle\mathbf e\cdot\sigma\mathbf e\rangle=\sigma^*E^2+2\langle\nabla\chi\cdot\mathbf j_0\rangle+\langle\nabla\chi\cdot\sigma\nabla\chi\rangle\ge\sigma^*E^2 .$$

Choose the uniform trial field $\mathbf e=\mathbf E$. The orientation average of a grain tensor is isotropic and keeps its trace, so it equals one third of the trace. Thus $\sigma^*\le(2\sigma_a+\sigma_c)/3$, or
$$\rho^*\ge\rho_{\rm par}=\frac{3}{2/\rho_a+1/\rho_c}=\rho_a\frac{3x}{2x+1}.$$

For the opposite bound, take a trial current $\mathbf j=\mathbf j_0+\boldsymbol\eta$ with $\nabla\cdot\boldsymbol\eta=0$ and $\langle\boldsymbol\eta\rangle=0$. The cross term in $\langle\mathbf j\cdot\rho\,\mathbf j\rangle$ is $2\langle\boldsymbol\eta\cdot\mathbf e_0\rangle=2\langle\boldsymbol\eta\rangle\cdot\mathbf E+2\langle\boldsymbol\eta\cdot\nabla\phi_0\rangle=0$, and the term quadratic in $\boldsymbol\eta$ is not negative. A uniform current then gives
$$\rho^*\le\rho_{\rm ser}=\frac{2\rho_a+\rho_c}{3}=\rho_a\frac{x+2}{3}.$$

These two bounds use no information about grain shapes or neighbours.

### Hashin-Shtrikman bounds

Compare the sample with a uniform medium of conductivity $s_0>\sigma_a$, so that $M=s_0-\sigma$ is positive in every direction. For any vector field $\mathbf p$, the inequality $(\mathbf p-M\mathbf e)\cdot M^{-1}(\mathbf p-M\mathbf e)\ge0$ gives $\mathbf e\cdot M\mathbf e\ge2\mathbf p\cdot\mathbf e-\mathbf p\cdot M^{-1}\mathbf p$. Therefore
$$\mathbf e\cdot\sigma\mathbf e\le s_0e^2-2\mathbf p\cdot\mathbf e+\mathbf p\cdot M^{-1}\mathbf p .$$

Average this with $\mathbf e=\mathbf E+\nabla\phi$ and minimize over $\phi$. Only the fluctuation $\mathbf p'=\mathbf p-\langle\mathbf p\rangle$ couples to $\nabla\phi$. In Fourier components $\nabla\phi$ has an amplitude $a_{\mathbf k}$ along $\hat{\mathbf k}$, and each mode contributes $s_0|a_{\mathbf k}|^2-2\,{\rm Re}(a_{\mathbf k}^*\,\hat{\mathbf k}\cdot\mathbf p_{\mathbf k})$. The minimum is at $a_{\mathbf k}=\hat{\mathbf k}\cdot\mathbf p_{\mathbf k}/s_0$ and equals $-|\hat{\mathbf k}\cdot\mathbf p_{\mathbf k}|^2/s_0$. What is needed is the longitudinal part of the power in $\mathbf p'$.

Here the geometry enters. Let $\mathbf p$ depend only on the orientation of the grain. Assume that orientations are independent of one another and of grain shapes, and that the two-point statistics are isotropic. Then
$$\langle p'_i(\mathbf r)p'_j(\mathbf r+\mathbf R)\rangle=C_{ij}\,g(R),\qquad C_{ij}=\langle p'_ip'_j\rangle,$$
where $g(R)$ is the probability that both points lie in one grain. A mode's longitudinal power is proportional to $\hat k_i\hat k_jC_{ij}$. Its average over directions of $\mathbf k$ is one third of the trace of $C$, so the longitudinal share is $1/3$. The bound becomes $\sigma^*E^2\le W$ with
$$W=s_0E^2-2\langle\mathbf p\rangle\cdot\mathbf E+\langle\mathbf p\cdot M^{-1}\mathbf p\rangle-\frac{\langle p^2\rangle-\langle\mathbf p\rangle^2}{3s_0}.$$

Varying $\mathbf p$ for each orientation gives
$$\Big(M^{-1}-\frac1{3s_0}\Big)\mathbf p=\mathbf E-\frac{\langle\mathbf p\rangle}{3s_0}.$$
Along principal axis $i$ the inverse of the bracket is
$$A_i=\frac{3s_0(s_0-\sigma_i)}{\sigma_i+2s_0}=3s_0\Big(\frac{3s_0}{\sigma_i+2s_0}-1\Big).$$
From here on, let $\langle\cdot\rangle$ of a quantity with index $i$ mean the average over the three principal values, and put $Q=\langle1/(\sigma_i+2s_0)\rangle$. The orientation average of $A$ is the number $a=3s_0(3s_0Q-1)$. Averaging $\mathbf p=A(\mathbf E-\langle\mathbf p\rangle/3s_0)$ gives $\langle\mathbf p\rangle=3s_0a\,\mathbf E/(3s_0+a)$.

Multiplying the stationarity condition by $\mathbf p$ and averaging shows that the two quadratic terms of $W$ add up to $\langle\mathbf p\rangle\cdot\mathbf E$. Hence $W=s_0E^2-\langle\mathbf p\rangle\cdot\mathbf E$. With $3s_0+a=9s_0^2Q$,
$$\frac{W}{E^2}=s_0-\frac{3s_0Q-1}{Q}=\frac1Q-2s_0\equiv F(s_0).$$

For $s_0<\sigma_c$ the matrix $N=\sigma-s_0$ is positive, and $\mathbf e\cdot N\mathbf e\ge2\mathbf q\cdot\mathbf e-\mathbf q\cdot N^{-1}\mathbf q$. Setting $\mathbf q=-\mathbf p$ and $N=-M$ reproduces the previous expression, now as a lower bound on $\mathbf e\cdot\sigma\mathbf e$. The same steps give $\sigma^*\ge F(s_0)$.

The best choice of $s_0$ follows from the slope. With $q_i=1/(\sigma_i+2s_0)$ one has $dQ/ds_0=-2\langle q^2\rangle$, so
$$F'=\frac{2\langle q^2\rangle}{\langle q\rangle^2}-2\ge0 .$$
Among the comparison media allowed in this derivation, the tightest bounds are reached in the limits $s_0\to\sigma_a$ from above and $s_0\to\sigma_c$ from below.

In units with $\rho_a=1$, the choice $s_0=1$ gives
$$Q=\frac13\Big(\frac23+\frac{x}{2x+1}\Big)=\frac{7x+2}{9(2x+1)},\qquad F=\frac{9(2x+1)-2(7x+2)}{7x+2}=\frac{4x+5}{7x+2}.$$
The choice $s_0=1/x$ gives
$$Q=\frac13\Big(\frac x3+\frac{2x}{x+2}\Big)=\frac{x(x+8)}{9(x+2)},\qquad F=\frac{9(x+2)-2(x+8)}{x(x+8)}=\frac{7x+2}{x(x+8)}.$$
Inverting both,
$$\rho_{\rm HS}^-=\rho_a\frac{7x+2}{4x+5}\ \le\ \rho^*\ \le\ \rho_{\rm HS}^+=\rho_a\frac{x(x+8)}{7x+2}.$$

### Bruggeman estimate

Treat each grain as a sphere of unit radius in a uniform medium of conductivity $s$, the unknown effective value. Far away the field is $\mathbf E$. Try a uniform field $\mathbf B$ inside and the potential $-\mathbf E\cdot\mathbf r+\mathbf m\cdot\mathbf r/r^3$ outside. Continuity of the potential at $r=1$ requires $\mathbf m=\mathbf E-\mathbf B$. The outer normal current is $s(\mathbf E+2\mathbf m)\cdot\mathbf n=s(3\mathbf E-2\mathbf B)\cdot\mathbf n$. Equating it to $\mathbf n\cdot\sigma\mathbf B$ for every $\mathbf n$ gives
$$\mathbf B=3s(\sigma+2s)^{-1}\mathbf E .$$

The grains fill the sample, so their mean field must be $\mathbf E$:
$$3s\Big\langle\frac1{\sigma_i+2s}\Big\rangle=1 .$$
This means $Q=1/(3s)$, and therefore $F(s)=s$. Written out,
$$\frac{2}{\sigma_a+2s}+\frac1{\sigma_c+2s}=\frac1s .$$
Multiplying by all denominators gives $2s(\sigma_c+2s)+s(\sigma_a+2s)=(\sigma_a+2s)(\sigma_c+2s)$, which reduces to $2s^2-\sigma_as-\sigma_a\sigma_c=0$. With $s=1/\rho$, multiplication by $\rho^2\rho_a\rho_c$ turns this into $\rho^2+\rho_c\rho-2\rho_a\rho_c=0$. The positive root is
$$\rho_{\rm B}=\frac{-\rho_c+\sqrt{\rho_c^2+8\rho_a\rho_c}}2 .$$

This derivation gives an estimate and does not establish a bound, since it replaces each real grain and its surroundings by a sphere in a uniform medium.

### Order of the five values

The function $F$ contains all five. At $s_0=0$ it is the inverse of the mean resistivity. For $s_0\to\infty$, $Q\approx(1-\langle\sigma_i\rangle/2s_0)/2s_0$ and $F\to\langle\sigma_i\rangle$. The Bruggeman value $s=F(s)$ thus lies between these two means, and so between $\sigma_c$ and $\sigma_a$. Because $F$ does not decrease,
$$\rho_{\rm par}\le\rho_{\rm HS}^-\le\rho_{\rm B}\le\rho_{\rm HS}^+\le\rho_{\rm ser}.$$

### Numbers

For tin, $x=1.414$, and in $\mu\Omega\,$cm
$$\rho_{\rm par}=\frac{3(9.9)(14)}{2(14)+9.9}=10.97,\qquad\rho_{\rm ser}=\frac{2(9.9)+14}{3}=11.27,$$
$$\rho_{\rm HS}^-=9.9\,\frac{11.899}{10.657}=11.05,\qquad\rho_{\rm HS}^+=14\,\frac{9.414}{11.899}=11.08,$$
$$\rho_{\rm B}=\frac{-14+\sqrt{196+1108.8}}2=11.06 .$$

The same formulas give all three columns, in $\mu\Omega\,$cm:

| Estimate | Zinc | Tin | Layered |
|---|---|---|---|
| parallel | 5.965 | 10.97 | 14.9 |
| HS lower | 5.966 | 11.05 | 17.3 |
| Bruggeman | 5.966 | 11.06 | 19.6 |
| HS upper | 5.966 | 11.08 | 154 |
| series | 5.967 | 11.27 | 340 |

For zinc and tin, the digits beyond the second show differences between estimates at fixed inputs; they are not the accuracy of a predicted resistivity. In Gaussian units the Bruggeman values are $6.6\times10^{-18}$, $1.2\times10^{-17}$ and $2.2\times10^{-17}\,$s.

Relative to the Bruggeman value, the series-parallel spread is 0.025% for zinc, 2.7% for tin and about 1660% for the layered metal. The Hashin-Shtrikman spread is 0.0002%, 0.20% and about 700%.

## Comparison of scaling and solution

### Series and parallel

The difference of the outer bounds is
$$\rho_{\rm ser}-\rho_{\rm par}=\rho_a\frac{(x+2)(2x+1)-9x}{3(2x+1)}=\rho_a\frac{2(x-1)^2}{3(2x+1)} .$$
Dividing by $\rho_{\rm par}$,
$$\frac{\rho_{\rm ser}}{\rho_{\rm par}}-1=\frac29\,\frac{(x-1)^2}{x}.$$

Both scaling laws are confirmed: the right side tends to $2\delta^2/9$ for weak anisotropy and to $2x/9$ for strong anisotropy. The missing prefactor is $2/9$ in both limits. This prefactor, together with the factor $1/x$ in the case of tin, is why the first estimates, 0.1%, 17% and a factor of 100, were too large by factors of roughly 4 to 6. The layered metal has $\rho_{\rm ser}/\rho_{\rm par}=340/14.9\approx23$.

### Why the Hashin-Shtrikman spread is smaller

The corresponding gap is
$$\rho_{\rm HS}^+-\rho_{\rm HS}^-=\rho_a\frac{x(x+8)(4x+5)-(7x+2)^2}{(7x+2)(4x+5)} .$$
The numerator is $4x^3+37x^2+40x-49x^2-28x-4=4(x-1)^3$. For small $\delta$ the gap is therefore $4\rho_a\delta^3/81$, of third order.

The reason appears on writing $\sigma_i=\bar\sigma+d_i$ with $\langle d_i\rangle=0$. Expanding $Q$ to second order in $d_i$ gives
$$F(s_0)=\bar\sigma-\frac{\langle d_i^2\rangle}{\bar\sigma+2s_0}+O(d^3).$$
Both Hashin-Shtrikman choices have $s_0=\bar\sigma+O(d)$, so they share the second-order term $-\langle d_i^2\rangle/3\bar\sigma$. The factor $1/3$ is the longitudinal share found above. The series and parallel choices, $s_0=0$ and $s_0\to\infty$, replace it by 1 and 0 and so differ already in second order.

For zinc this precision has no practical use. Rounding both inputs by 0.05 $\mu\Omega\,$cm in the same direction moves the Bruggeman value from 5.92 to 6.02, a range of 0.10. The series-parallel difference is only 0.0015. Opposite rounding raises the relative series-parallel spread to no more than 0.056%. The inputs matter far more than the choice of estimate.

### The strongly layered limit

As $x\to\infty$ at fixed $\rho_a$, the parallel, lower Hashin-Shtrikman and Bruggeman values tend to $\tfrac32\rho_a$, $\tfrac74\rho_a$ and $2\rho_a$. The other two diverge, as $\rho_c/7$ and $\rho_c/3$. The series value grows because a uniform current is forced through each grain, including those it must cross along the axis.

The Bruggeman medium lets the current redistribute. In the limit, $s=\sigma_a/2$ and $\sigma_c=0$. The inner field is $\tfrac32E$ when the field lies along the grain axis and $\tfrac34E$ when it lies across it. The weighted mean is $\tfrac13\cdot\tfrac32E+\tfrac23\cdot\tfrac34E=E$, as required. Current flows only in response to the second component, and its mean is $\tfrac23\cdot\tfrac34\sigma_aE=\tfrac12\sigma_aE$.

For independent grain orientations, the Hashin-Shtrikman bounds place the layered model between 17 and 154 $\mu\Omega\,$cm. The upper value cannot be reached. A stricter bound, quoted here without derivation, limits every isotropic polycrystal of this crystal to the resistivity of the radial-ball arrangement described in the next section, which is 73 $\mu\Omega\,$cm for these inputs. The Bruggeman value of about 20 is an estimate that models each grain as a sphere in a uniform medium. A direct solution of the conduction problem for four random Voronoi polycrystals at the milder ratio $x=10$ gave a mean $\rho^*/\rho_a=1.70$, with a sample standard deviation of 0.03. This lies between the Hashin-Shtrikman values 1.60 and 2.50 and close to the Bruggeman value 1.71. The grid error was not determined separately, and the result does not establish the same agreement at $x=100$. The values are listed in the numerical output.

### When the narrower bounds fail

Suppose that the sample is filled by balls of all sizes, in each of which the crystal axis points along the radius. All orientations occur equally, but neighbouring orientations are now correlated. In a ball of unit radius try the potential $r^k\cos\theta$. Zero divergence of the current requires
$$\sigma_ck(k+1)-2\sigma_a=0,\qquad k=\frac{-1+\sqrt{1+8x}}2 .$$

At the surface this potential matches $r\cos\theta$, the potential of a uniform field outside. The normal currents match if the outer medium has conductivity $k\sigma_c$. Such a ball leaves the outer field undisturbed, so balls can replace the medium one after another until the space is filled. The result is $\rho^*=\rho_c/k$.

With the tin inputs, $k=1.255$ and $\rho^*=11.16\ \mu\Omega\,$cm. This is above the upper Hashin-Shtrikman value 11.08 but below the series value 11.27. For tin, the narrower interval thus relies on uncorrelated grains, while the series and parallel values still bound this isotropic sample. Inserting $x=k(k+1)/2$ shows that $\rho_c/k$ exceeds $\rho_{\rm HS}^+$ only for $1<k<4$, that is for $1<x<10$. At stronger anisotropy this particular arrangement no longer violates the narrower bounds. If processing gives the grains a preferred direction, the equal-weight average over orientations fails as well, and the resistivity must in general be treated as a tensor.

## Computed values

```
zinc (rough input): rho_a = 5.9, rho_c = 6.1 microohm cm, x = 1.0339
  parallel: 5.96519 microohm cm
  HS lower: 5.96568 microohm cm
  Bruggeman: 5.96568 microohm cm
  HS upper: 5.96569 microohm cm
  series: 5.96667 microohm cm
  (series - parallel)/Bruggeman = 0.0247 %
  (HS upper - HS lower)/Bruggeman = 0.0001826 %
  Bruggeman in Gaussian units = 6.6377e-18 s
tin (rough input): rho_a = 9.9, rho_c = 14 microohm cm, x = 1.4141
  parallel: 10.97098 microohm cm
  HS lower: 11.05422 microohm cm
  Bruggeman: 11.06101 microohm cm
  HS upper: 11.07640 microohm cm
  series: 11.26667 microohm cm
  (series - parallel)/Bruggeman = 2.673 %
  (HS upper - HS lower)/Bruggeman = 0.2005 %
  Bruggeman in Gaussian units = 1.2307e-17 s
layered model: rho_a = 10, rho_c = 1000 microohm cm, x = 100.0000
  parallel: 14.92537 microohm cm
  HS lower: 17.33333 microohm cm
  Bruggeman: 19.61524 microohm cm
  HS upper: 153.84615 microohm cm
  series: 340.00000 microohm cm
  (series - parallel)/Bruggeman = 1657 %
  (HS upper - HS lower)/Bruggeman = 696 %
  Bruggeman in Gaussian units = 2.1825e-17 s
zinc, Bruggeman range from input rounding of 0.05: 5.916 to 6.016 microohm cm
zinc, largest series-parallel spread within rounding: 0.056 %
spherulite with tin input: 11.15979 microohm cm
spherulite, Ritz check: 11.15979 microohm cm
x = 1e9, parallel, HS lower, Bruggeman over rho_a: 1.5000, 1.7500, 2.0000
Voronoi test: x = 10, 4 samples, 27 grains, grid 33^3
  longitudinal share of polarization = 0.3387
  simulated rho/rho_a = 1.699, sample standard deviation 0.034
  estimates/rho_a in the order above: 1.429, 1.600, 1.708, 2.500, 4.000
```
